# Fermi-liquid transport from a Schrödinger problem with a sech-squared well: a numerical check

```python
# Low-temperature Fermi-liquid transport: result under test.
# x = (energy - mu)/(kB T), f = Fermi function, deviation = f(1-f) g(x) Y(angle),
# psi = g/(2 cosh(x/2)).  The linear transport equation
#   (pi^2+x^2) psi - lam * Int (x-x')/sinh((x-x')/2) psi(x') dx' = s(x)/cosh(x/2)
# has eigenvalues lam_n = n(n+1)/2 (a sech^2 well after Fourier transformation),
# and the response I = Int f(1-f) s g dx is a sum over its eigenfunctions.
# s = 1: shear viscosity (even);  s = x: thermal conductivity (odd).
# Gamma: collision rate scale; the decay rate is Gamma (pi^2+x^2)/2.
# Atomic units inside the collision model, SI for the printed transport results.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.special import digamma, eval_legendre
from numpy.polynomial import legendre

pi = np.pi
step = 0.2
x = np.arange(-300, 301) * step
mid = 300
cosh_half = np.cosh(x / 2)
D = pi**2 + x**2
diff = x[:, None] - x[None, :]
safe = np.where(diff == 0, 1.0, diff)
K = step * np.where(diff == 0, 2.0, safe / np.sinh(safe / 2))


def fermi(y):
    return 0.5 * (1 - np.tanh(y / 2))


def grid_solution(lam, power, elastic=0.0):
    """Direct solution; elastic = extra elastic rate divided by Gamma."""
    source = x**power / cosh_half
    psi = np.linalg.solve(np.diag(D + 2 * elastic) - lam * K, source)
    return step * np.sum(psi * source) / 2, 2 * cosh_half * psi


def series_terms(lam, power, nmax=20000):
    n = np.arange(1 + power, nmax, 2, dtype=float)
    front = 2.0 if power else 2 / pi**2
    return front * (2*n + 1) / (n*(n + 1) * (n*(n + 1) - 2*lam))


def closed_form(lam, power):
    nu = (-1 + np.sqrt(1 + 8*lam + 0j)) / 2
    if power:
        val = digamma(1.0) + digamma(1.5) - digamma(1 - nu/2) - digamma((3 + nu)/2)
        return (val / (2*lam)).real
    val = digamma(0.5) + digamma(1.0) - digamma((1 - nu)/2) - digamma(1 + nu/2)
    return (val / (2*pi**2*lam)).real


def polynomials(y, nmax):
    """Q_1 ... Q_nmax at the points y."""
    y = np.asarray(y, dtype=float)
    q = [np.ones_like(y), 3*y/pi]
    for n in range(2, nmax):
        q.append(((2*n + 1)*y/pi*q[-1] - (n + 1)**2*q[-2]) / n**2)
    return np.array(q)


def series_g(y, lam, power, nmax=20000):
    q = polynomials(y, nmax)
    n = np.arange(1 + power, nmax + 1, 2)
    sign = (-1.0)**np.arange(len(n))
    front = 2/pi if power else 2/pi**2
    c = front * sign * (2*n + 1.0) / (n*(n + 1.0) * (n*(n + 1.0) - 2*lam))
    return c @ q[n - 1]


# --- four-particle energy integral against the reduced one-variable operator
i1 = mid + 4
x1 = x[i1]
x2, x3 = x[:, None], x[None, :]
x4 = x1 + x2 - x3
occupation = fermi(x2) * fermi(-x3) * fermi(-x4)
c2, c3, c4 = 0.3, 0.45, -0.2
for g, lam in ((lambda y: 1/(1 + y**2/9), -c2 + c3 + c4),
               (lambda y: y/(1 + y**2/9), c2 + c3 + c4)):
    full = step**2 * np.sum(occupation * (g(x1) + c2*g(x2) - c3*g(x3) - c4*g(x4)))
    full *= fermi(x1) * 4 * np.cosh(x1/2)
    psi = g(x) / (2*cosh_half)
    reduced = D[i1]*psi[i1] - lam*(K[i1] @ psi)
    assert abs(full - reduced) < 1e-8
for w in (-2.0, 1.3):
    pair = quad(lambda y: fermi(y)*fermi(-y - w), -60, 60, limit=200)[0]
    assert abs(pair - w/(1 - np.exp(-w))) < 1e-7

# --- Fourier transform of the kernel, eigenvalues and eigenfunctions
for k in (0.1, 0.35):
    ft = 2*quad(lambda y: y/np.sinh(y/2)*np.cos(k*y), 0, 100, limit=300)[0]
    assert abs(ft - 2*pi**2/np.cosh(pi*k)**2) < 1e-6
eig = np.linalg.eigvalsh(K / np.sqrt(D[:, None]*D[None, :]))[::-1]
lam_grid = 1/eig[:6]
n6 = np.arange(1, 7)
assert np.allclose(lam_grid, n6*(n6 + 1)/2, rtol=1e-6)
Q = polynomials(x, 6)
inner = np.abs(x) < 20
kk = np.arange(-750, 751) * 0.02
tt = np.tanh(pi*kk)
for n in n6:
    psi = Q[n - 1]/cosh_half
    residual = D*psi - n*(n + 1)/2*(K @ psi)
    assert np.max(np.abs(residual[inner])) < 1e-8*np.max(np.abs(D*psi))
    slope = legendre.legval(tt, legendre.legder([0]*n + [1]))
    y = 1.7
    back = 0.02*np.sum(np.exp(1j*kk*y)*slope/np.cosh(pi*kk))/(2*pi)
    target = 1j**(n - 1)*polynomials(y, 6)[n - 1]/(2*pi*np.cosh(y/2))
    assert abs(back - target) < 1e-8

# --- response: grid solution, eigenfunction sum and digamma form
for power, values in ((0, (-1.5, 0.2, 0.9)), (1, (-0.7, 1/3, 2.8))):
    for lam in values:
        direct, g_direct = grid_solution(lam, power)
        assert abs(direct - series_terms(lam, power).sum()) < 1e-6*direct
        assert abs(direct - closed_form(lam, power)) < 1e-6*direct
        # the pointwise series has a tail of order 1/nmax
        points = np.array([1.0, 3.0])
        assert np.allclose(series_g(points, lam, power),
                           g_direct[[mid + 5, mid + 15]], atol=5e-4)

# --- example: electron gas in the regime of potassium at room temperature
r_s = 5.0
T_K = 300.0
rho_phonon = 7e-8          # ohm m, rough input
hartree = sc.physical_constants['Hartree energy'][0]
bohr = sc.physical_constants['Bohr radius'][0]
time_au = sc.hbar/hartree
T = sc.k*T_K/hartree
pF = (9*pi/4)**(1/3)/r_s
EF = pF**2/2
qs2 = 4*pF/pi              # Thomas-Fermi screening wavenumber squared


def V(q2):
    return 4*pi/(q2 + qs2)


def angular(model, nu=48, nphi=96):
    """Integral of W sin(theta)/cos(theta/2) and the two angular factors."""
    node, weight = np.polynomial.legendre.leggauss(nu)
    u = ((node + 1)/2)[:, None]                 # cos(theta/2)
    phi = ((np.arange(nphi) + 0.5)*2*pi/nphi)[None, :]
    s = np.sqrt(1 - u**2)
    one = np.ones_like(u*phi)
    p1 = np.array([s*one, 0*one, u*one])
    p2 = np.array([-s*one, 0*one, u*one])
    p3 = np.array([s*np.cos(phi), s*np.sin(phi), u*one])
    p4 = np.array([-s*np.cos(phi), -s*np.sin(phi), u*one])
    c12, c13, c14 = [(p1*p).sum(0) for p in (p2, p3, p4)]
    va, vb = V(2*pF**2*(1 - c13)), V(2*pF**2*(1 - c14))
    W = {'constant': one, 'direct': va**2,
         'full': 2*pi*(va**2 + vb**2 - va*vb)}[model]
    wt = 4*(weight/2)[:, None]*(2*pi/nphi)*W
    J = wt.sum()
    heat = (wt*(c12 + c13 + c14)).sum()/J
    P2 = [eval_legendre(2, c) for c in (c12, c13, c14)]
    shear = (wt*(-P2[0] + P2[1] + P2[2])).sum()/J
    assert abs(heat - (3 - 4*(wt*s**2).sum()/J)) < 1e-10
    assert abs(shear - (1 - 3*(wt*s**4*np.sin(phi)**2).sum()/J)) < 1e-10
    return J, heat, shear


J0, heat0, shear0 = angular('constant')
assert abs(heat0 - 1/3) < 1e-10 and abs(shear0 - 1/5) < 1e-10


def rate_ratio(temp, xa):
    """Full finite-temperature decay rate / low-temperature law, direct term."""
    w = ((np.arange(-200, 200) + 0.5)*0.2)[:, None]
    ea = EF + xa*temp
    pa, pc = np.sqrt(2*ea), np.sqrt(2*(ea - w*temp))
    lo, hi = np.abs(pa - pc), pa + pc
    m = 4000
    q = lo + (hi - lo)*((np.arange(m) + 0.5)/m)[None, :]
    emin = (w*temp - q**2/2)**2/(2*q**2)
    A = (EF - emin)/temp
    F = temp*(np.logaddexp(0, A) - np.logaddexp(0, A - w))/(1 - np.exp(-w))
    over_q = (V(q**2)*F).astype(float)*V(q**2)*(hi - lo)/m
    total = 0.2*temp*np.sum(fermi(w - xa)*over_q.sum(1)[:, None])
    total *= 4*pi**2/pa/fermi(-xa)
    low = temp**2*pi*angular('direct')[0]*(pi**2 + xa**2)/2
    return total/low


shift_T = rate_ratio(T, 0.0) - 1
shift_T4 = rate_ratio(T/4, 0.0) - 1
assert abs(shift_T4) < 0.01 and abs(shift_T4) < 0.4*abs(shift_T)
assert abs(rate_ratio(T/4, 2.0) - 1) < 0.015

J, lam_heat, lam_shear = angular('full')
Gamma = T**2*J/(64*pi**5)/time_au
density = 3/(4*pi*(r_s*bohr)**3)
pF_SI = pF*sc.hbar/bohr
I_heat = closed_form(lam_heat, 1)
I_shear = closed_form(lam_shear, 0)
terms = series_terms(lam_heat, 1)
unit_kappa = sc.k**2*T_K*density/(sc.m_e*Gamma)
kappa = unit_kappa*I_heat
kappa_one = unit_kappa*terms[0]
eta = density*pF_SI**2*I_shear/(5*sc.m_e*Gamma)
Jc, lhc, lsc = angular('full', 12, 24)
mesh_shift = (closed_form(lhc, 1)/Jc)/(I_heat/J) - 1
assert abs(mesh_shift) < 1e-3

# one-function variational value from the grid operator, trial g = x
trial = x/(2*cosh_half)
overlap = step*np.sum(trial*x/(2*cosh_half))
form = step*trial @ (D*trial - lam_heat*(K @ trial))/2
assert abs(overlap**2/form - terms[0]) < 1e-8
direct, g_heat = grid_solution(lam_heat, 1)
assert abs(direct - I_heat) < 1e-7

# strong elastic scattering: which collision resistance is added?
rate_ph = density*sc.e**2*rho_phonon/sc.m_e
R = rate_ph/Gamma
I_total = grid_solution(lam_heat, 1, R)[0]
added = 1/I_total - 3*R/pi**2
assert 1/I_heat < added < 1/terms[0]
assert abs(added*terms[0] - 1) < 0.1
kappa_ph = pi**2/3*sc.k**2*T_K*density/(sc.m_e*rate_ph)


def s_wave(strength):
    """Phase shift and its Born value for two electrons, screened repulsion."""
    k, qs, r_end = pF/np.sqrt(2), np.sqrt(qs2), 60.0
    sol = solve_ivp(lambda r, v: [v[1], (strength*np.exp(-qs*r)/r - k*k)*v[0]],
                    (1e-6, r_end), [1e-6, 1.0], rtol=1e-10, atol=1e-12)
    u, du = sol.y[:, -1]
    delta = (np.arctan2(k*u, du) - k*r_end + pi/2) % pi - pi/2
    return delta, -strength*np.log(1 + 4*k*k/qs2)/(4*k)


weak, weak_born = s_wave(0.01)
assert abs(weak/weak_born - 1) < 0.03
delta, delta_born = s_wave(1.0)
born_ratio = np.sin(delta)**2/delta_born**2

print('Eigenvalues lam_1..lam_6 from the energy grid:')
print('  ', ' '.join('%.5f' % v for v in lam_grid))
print('Constant W: lam_heat = %.5f, lam_shear = %.5f' % (heat0, shear0))
print('Constant W: I_heat = %.5f, I_shear = %.5f'
      % (closed_form(heat0, 1), closed_form(shear0, 0)))
print('EXAMPLE INPUT: r_s = %.1f, T = %.0f K' % (r_s, T_K))
print('Rough phonon resistivity = %.1f microohm cm' % (rho_phonon*1e8))
print('Electron density = %.3e m^-3' % density)
print('Fermi wavenumber = %.4f 1/bohr' % pF)
print('Screening wavenumber = %.4f 1/bohr' % np.sqrt(qs2))
print('Fermi energy = %.3f eV' % (EF*hartree/sc.e))
print('kT/E_F = %.5f' % (T/EF))
print('Gamma = %.4e 1/s' % Gamma)
print('Decay rate at x=0 = %.4e 1/s' % (Gamma*pi**2/2))
print('lam_heat = %.5f' % lam_heat)
print('lam_shear = %.5f' % lam_shear)
print('I_heat = %.5f' % I_heat)
print('I_shear = %.5f' % I_shear)
for j in range(4):
    print('I_heat term n=%d: %.5f, running share %.4f'
          % (2*j + 2, terms[j], terms[:j + 1].sum()/I_heat))
first_slope = terms[0]*3/pi**2
for y in (1, 3, 6):
    print('g(%d) = %.4f, first term alone %.4f'
          % (y, g_heat[mid + 5*y], first_slope*y))
print('kappa, collisions only = %.1f W/(m K)' % kappa)
print('kappa, first term only = %.1f W/(m K)' % kappa_one)
print('eta, collisions only = %.4e Pa s' % eta)
print('Relative kappa shift, coarse angular mesh = %.1e' % mesh_shift)
print('NEGLECTED EFFECTS')
print('Phonon scattering rate = %.3e 1/s' % rate_ph)
print('Phonon rate / Gamma = %.1f' % R)
print('kappa, phonons only = %.1f W/(m K)' % kappa_ph)
print('Added resistance / first-term resistance = %.4f' % (added*terms[0]))
print('Added resistance / full-series resistance = %.4f' % (added*I_heat))
print('Added / phonon thermal resistance = %.4f' % (added*pi**2/(3*R)))
print('Direct decay-rate shift at %.0f K = %.3f percent' % (T_K, 100*shift_T))
print('Direct decay-rate shift at %.0f K = %.3f percent' % (T_K/4, 100*shift_T4))
print('s-wave phase shift = %.4f rad, Born %.4f rad' % (delta, delta_born))
print('s-wave cross section / Born value = %.3f' % born_ratio)
print('every check passed')
```

It prints:

```
Eigenvalues lam_1..lam_6 from the energy grid:
   1.00000 3.00000 6.00000 10.00000 15.00000 21.00000
Constant W: lam_heat = 0.33333, lam_shear = 0.20000
Constant W: I_heat = 0.39168, I_shear = 0.20505
EXAMPLE INPUT: r_s = 5.0, T = 300 K
Rough phonon resistivity = 7.0 microohm cm
Electron density = 1.289e+28 m^-3
Fermi wavenumber = 0.3838 1/bohr
Screening wavenumber = 0.6991 1/bohr
Fermi energy = 2.004 eV
kT/E_F = 0.01290
Gamma = 1.2960e+11 1/s
Decay rate at x=0 = 6.3954e+11 1/s
lam_heat = 0.52500
lam_shear = 0.37302
I_heat = 0.41702
I_shear = 0.25782
I_heat term n=2: 0.33670, running share 0.8074
I_heat term n=4: 0.04749, running share 0.9213
I_heat term n=6: 0.01512, running share 0.9575
I_heat term n=8: 0.00666, running share 0.9735
g(1) = 0.2043, first term alone 0.1023
g(3) = 0.3757, first term alone 0.3070
g(6) = 0.3603, first term alone 0.6141
kappa, collisions only = 2603.5 W/(m K)
kappa, first term only = 2102.0 W/(m K)
eta, collisions only = 3.2938e-03 Pa s
Relative kappa shift, coarse angular mesh = -5.5e-12
NEGLECTED EFFECTS
Phonon scattering rate = 2.542e+13 1/s
Phonon rate / Gamma = 196.2
kappa, phonons only = 104.7 W/(m K)
Added resistance / first-term resistance = 0.9816
Added resistance / full-series resistance = 1.2158
Added / phonon thermal resistance = 0.0489
Direct decay-rate shift at 300 K = -1.106 percent
Direct decay-rate shift at 75 K = -0.274 percent
s-wave phase shift = -0.2857 rad, Born -0.4346 rad
s-wave cross section / Born value = 0.421
every check passed
```
